\section*{What LDA and PBE potentials carry into a correlated copper atom}

\section*{Question}

I generate a pseudopotential from a density-functional atom. At the end the Hartree and exchange-correlation potentials of the valence electrons are subtracted, so the result is called an ionic potential. I then put it into configuration interaction or quantum Monte Carlo, where the valence electrons are treated explicitly.

My reasoning is that the functional has been removed by the subtraction. What remains should be the nucleus plus the core, and the choice between LDA and PBE should matter little once the valence problem is solved accurately. Is that right? If not, how large is the effect on the gap of a real atom with correlated valence electrons?

\section*{Answer}

The subtraction removes the exchange-correlation potential of the valence density alone. It does not remove the part that arises because core and valence densities overlap. That part depends on the functional, and a better valence solver cannot repair it, because it sits in the Hamiltonian being solved.

I use atomic units in the algebra, real orbitals, no relativity and a spin-unpolarized reference atom.

\subsection*{What unscreening leaves behind}

Let $n_c$ and $n_v$ be the core and valence densities. The Kohn--Sham potential of the reference atom is
\begin{equation}
V_{\rm KS}=v_{\rm nuc}+V_H[n_c+n_v]+v_{xc}[n_c+n_v].
\end{equation}
Unscreening subtracts the valence potentials:
\begin{equation}
V_{\rm ion}=V_{\rm KS}-V_H[n_v]-v_{xc}[n_v].
\end{equation}
The Hartree potential is linear in the density, so $V_H[n_c+n_v]-V_H[n_v]=V_H[n_c]$. Hence
\begin{align}
V_{\rm ion}&=v_{\rm nuc}+V_H[n_c]+w, \label{ion}\\
w&=v_{xc}[n_c+n_v]-v_{xc}[n_v]. \label{w}
\end{align}
If $v_{xc}$ were linear in the density, $w$ would reduce to $v_{xc}[n_c]$. That would still depend on the functional, but at fixed core density not on the valence density. LDA and GGA potentials are nonlinear, so $w$ depends on both.

A nonlinear core correction changes the bookkeeping. With the full core density it subtracts $v_{xc}[n_c+n_v]$ instead of $v_{xc}[n_v]$, which leaves $v_{\rm nuc}+V_H[n_c]$. A density-functional calculation adds the missing term back through its functional. A many-body calculation does not, so with this unsmoothed potential it would lack core-valence exchange altogether. For a norm-conserving pseudopotential the same cancellation holds outside the matching radius.

\subsection*{What a frozen core requires}

Consider a wavefunction made of one closed-shell core determinant and an arbitrary valence function, with valence orbitals orthogonal to the core. The electron repulsion is
\begin{equation}
\frac12\sum_{pqrs}\sum_{\sigma\tau}(pq|rs)\,
a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma},
\end{equation}
where $(pq|rs)$ is the Coulomb integral between the products $\phi_p\phi_q$ and $\phi_r\phi_s$. Terms acting on one core and one valence electron must leave the core filled. They therefore create and annihilate the same core spin orbital $c$.

In the direct terms either $p=q=c$ or $r=s=c$. Moving the core operators together takes an even number of exchanges. The two choices cancel the factor $\frac12$, and the core spin sum gives 2:
\begin{equation}
+2\sum_c (cc|rs)\sum_\tau a^\dagger_{r\tau}a_{s\tau}.
\end{equation}
This is the potential $V_H[n_c]$, since $n_c=2\sum_c\phi_c^2$.

In the exchange terms either $p=s=c$ or $r=q=c$, and the two spins must agree. For the first choice,
\begin{equation}
a^\dagger_{c\sigma}a^\dagger_{r\sigma}a_{c\sigma}a_{q\sigma}
=-a^\dagger_{c\sigma}a_{c\sigma}\,a^\dagger_{r\sigma}a_{q\sigma},
\end{equation}
because $a_{c\sigma}$ passes one operator. The second choice gives the same sign. Together they cancel the factor $\frac12$, and there is no spin factor of 2. The result is $-K_c$, with
\begin{equation}
(K_c\phi)(\mathbf r)=\sum_c\phi_c(\mathbf r)
\int\frac{\phi_c(\mathbf r')\phi(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r'.
\end{equation}
The valence one-electron Hamiltonian is therefore
\begin{equation}
h=T+v_{\rm nuc}+V_H[n_c]-K_c, \label{h}
\end{equation}
plus the explicit repulsion between valence electrons. The derivation did not assume that the core orbitals solve the Hartree--Fock equations.

Comparing \eqref{ion} and \eqref{h}, the unscreened Hamiltonian is $h+\delta$ with
\begin{equation}
\delta=w+K_c. \label{delta}
\end{equation}
A local potential $w$ stands where the nonlocal operator $-K_c$ belongs. If core and valence orbitals did not overlap anywhere, $w$ in LDA would vanish wherever the valence electron is, and the valence expectation value of $K_c$ would vanish too. The problem comes from overlap.

For an exchange-only functional, $\delta$ is an exchange error, which includes the effect of treating the valence spin as unpolarized. A functional with correlation also puts an approximate core-valence correlation into $w$. A frozen core determinant has none, so in that case part of $\delta$ may represent real physics, and calling all of it an error would be too strong.

\subsection*{How the mismatch enters the gap}

Let $E_N$ be the energy with $N$ valence electrons, measured from the bare core, so $E_0=0$. For copper with a $[{\rm Ar}]3d^{10}$ core, $N=1$ is the atom and $N=2$ the anion. The ionization energy, electron affinity and fundamental gap are
\begin{align}
I&=E_0-E_1=-E_1, & A&=E_1-E_2,\\
G&=I-A=E_2-2E_1.
\end{align}

Interpolate with $h_\lambda=h+\lambda\delta$, $0\le\lambda\le1$, and let $H_\lambda$ be the corresponding valence Hamiltonian. For a normalized ground state that is nondegenerate at fixed spin projection,
\begin{align}
\frac{dE_N}{d\lambda}
&=\langle\Psi|\partial_\lambda H_\lambda|\Psi\rangle
+E_N\,\partial_\lambda\langle\Psi|\Psi\rangle\nonumber\\
&={\rm Tr}[\gamma_N(\lambda)\delta].
\end{align}
The norm is constant, so the second term is zero. Here $\gamma_N$ is the spin-summed one-particle density matrix, with trace $N$. Integration gives
\begin{align}
\Delta I&=-\int_0^1{\rm Tr}[\gamma_1\delta]\,d\lambda,\\
\Delta G&=\int_0^1{\rm Tr}[(\gamma_2-2\gamma_1)\delta]\,d\lambda. \label{gap}
\end{align}
The integrand vanishes when $\gamma_2=2\gamma_1$. That holds for noninteracting valence electrons, whose gap stays zero however wrong $I$ is. With repulsion, placing both electrons in the atomic orbital $\phi$ gives $E_2=2E_1+(\phi\phi|\phi\phi)$ and $G=(\phi\phi|\phi\phi)$, which can change when $\delta$ changes the shape of $\phi$; that state is not the ground state, and \eqref{gap} does not apply to it. The gap error measures how differently the electrons of the anion and of the atom sample $\delta$.

\subsection*{The copper atom}

Copper with this large core is a deliberately severe case, because $3d$ and $4s$ overlap strongly. The atom has one valence electron, and its anion has a correlated pair. The basis is def2-TZVP with added diffuse functions, 57 functions in all.

To keep pseudization out of the main comparison, I project out the core orbitals instead of smoothing the valence orbital. For each functional, the unscreened and exact-core-exchange Hamiltonians share the same core orbitals and the same 43 valence orbitals. They differ by $\delta$ alone. One electron needs a diagonalization, and two need full configuration interaction, so no approximate valence solver enters within this basis.

For exchange-only LDA the arithmetic is
\begin{align}
G_{\rm unscreened}&=8.163-1.269=6.894\ {\rm eV},\\
G_{\rm exact\ exchange}&=7.222-0.936=6.286\ {\rm eV},\\
\Delta G&=6.894-6.286=0.608\ {\rm eV}.
\end{align}
The suffix x below means exchange only. Differences are unscreened minus exact core exchange, in eV; the last column is the $4s$--$4p$ excitation energy.

\begin{center}
\begin{tabular}{lcccc}
Functional & $\Delta I$ & $\Delta A$ & $\Delta G$ & $\Delta E_{4s4p}$\\
LDA-x & 0.94 & 0.33 & 0.61 & 0.61\\
LDA & 1.12 & 0.40 & 0.72 & 0.71\\
PBE-x & 0.45 & 0.18 & 0.27 & 0.28\\
PBE & 0.64 & 0.20 & 0.44 & 0.44
\end{tabular}
\end{center}

The gap is too large by 0.72 eV (0.026 hartree) for LDA and 0.44 eV (0.016 hartree) for PBE, relative to exact core exchange with the same core orbitals. The unscreened gaps themselves are 6.92 and 6.64 eV, so the choice of functional remains visible after the valence problem has been solved. In a larger basis (def2-QZVP with added diffuse functions, 97 functions) the PBE entries move by up to 0.01 eV: $\Delta G$ becomes 0.45 eV, $\Delta A$ 0.19 eV and the unscreened gap 6.63 eV. The last digit of the table is therefore not converged.

The sign of $\Delta I$ can be followed in the LDA-x matrix elements. In the Kohn--Sham $4s$ orbital of this basis, $\langle w\rangle=-3.256$ eV and $\langle -K_c\rangle=-2.322$ eV. Thus
\begin{equation}
-\langle\delta\rangle=3.256-2.322=0.934\ {\rm eV},
\end{equation}
close to the full change of 0.941 eV. The same estimate is less close for the functionals with correlation, 0.68 against 0.64 eV for PBE and 1.17 against 1.12 eV for LDA, but it gives the sign and rough size in each case. Relative to exact core exchange, the local potential from this spin-unpolarized reference binds the $4s$ electron too strongly.

The gap error is smaller than the ionization error because $\Delta A$ has the same sign as $\Delta I$ and is smaller. For PBE, the coupling average of ${\rm Tr}[\gamma_1\delta]$ is $-\Delta I=-0.64$ eV. For the anion it is $-(\Delta I+\Delta A)=-0.84$ eV, or $-0.42$ eV per electron. Each electron of the pair feels about two thirds of the atomic mismatch. A more extended anion would explain this, but I have not tested that explanation separately.

The near equality of the last two columns means that the binding energy of $4p$ changes by almost the same amount as $A$. I have no derivation that makes this general.

\subsection*{The potential remembers its reference configuration}

The LDA exchange energy is $E_x=-\frac34(3/\pi)^{1/3}\int n^{4/3}\,d\mathbf r$. Its functional derivative is $v_x=-(3/\pi)^{1/3}n^{1/3}$, so
\begin{equation}
w_x=-\left(\frac3\pi\right)^{1/3}
\left[(n_c+n_v)^{1/3}-n_v^{1/3}\right].
\end{equation}
At fixed $n_c$,
\begin{equation}
\frac{\partial w_x}{\partial n_v}
=\frac13\left(\frac3\pi\right)^{1/3}
\left[n_v^{-2/3}-(n_c+n_v)^{-2/3}\right]\ge0.
\end{equation}
More valence charge in the reference makes $w_x$ less attractive. Conversely, reducing that charge at fixed $n_c$ raises the potential nowhere and lowers it wherever both densities are nonzero. By the variational principle the lowest one-electron energy cannot then rise, so $I$ cannot fall.

The spin treatment of the reference matters in the same way. For exchange, the potential of one spin is $v_x$ evaluated at twice that spin's density. If the $4s$ electron were fully polarized over an unpolarized core, its own spin potential would therefore contain $w_x$ with $n_v$ replaced by $2n_v$, which is less attractive. At fixed orbitals such a reference gives a smaller LDA-x $\Delta I$ than the table, 0.48 instead of 0.94 eV. Using the potential of the occupied spin channel in this way lowers $\Delta G$ to 0.35 eV for LDA-x, 0.58 eV for LDA and 0.26 eV for PBE. The signs survive, but the sizes in the table belong to the spin-unpolarized reference.

With the orbitals held fixed and half a $4s$ electron used in \eqref{w}, the LDA-x ionization energy rises from 8.16 to 8.64 eV. At fixed core orbitals the operator $-K_c$ has no such dependence, because it contains no valence density. It depends on the reference configuration only through the core orbitals themselves. The fixed-orbital rise isolates $w$. It is not the change obtained by regenerating the atom self-consistently, which also alters the core orbitals and so shifts both Hamiltonians; that case is not computed here.

\subsection*{Does a smooth pseudo-orbital cure it?}

Half of the LDA-x expectation value of $w$ comes from within 0.79 \AA\ of the nucleus, where a pseudopotential replaces the nodal orbital. Smoothing could therefore have changed the result, so I constructed a norm-conserving $4s$ pseudo-orbital with matching radius $r_c=1.11$ \AA. Inside $r_c$ take $\phi=e^{p(r)}$ with
\begin{equation}
p=c_0+c_2r^2+c_4r^4+d(r^2-r_c^2)^3.
\end{equation}
The last term and its first two derivatives vanish at $r_c$. The value of $\phi$ there fixes $c_0$. Write $p_1=\phi'/\phi$ and $p_2=\phi''/\phi-p_1^2$ at $r_c$. Matching requires
\begin{equation}
2c_2r_c+4c_4r_c^3=p_1,\qquad 2c_2+12c_4r_c^2=p_2.
\end{equation}
Dividing the first equation by $r_c$ and subtracting it from the second gives
\begin{equation}
c_4=\frac{p_2-p_1/r_c}{8r_c^2},\qquad
c_2=\frac{p_1-4c_4r_c^3}{2r_c}.
\end{equation}
Since $(r^2-r_c^2)^3<0$ inside, the inner charge falls steadily as $d$ grows, and norm conservation selects one $d$.

Now $\phi'=p'\phi$ and $\phi''=(p''+p'^2)\phi$. Inserting these in
\begin{equation}
-\frac12\left(\phi''+\frac2r\phi'\right)+V\phi=\varepsilon\phi
\end{equation}
and dividing by $\phi$ gives the screened pseudopotential
\begin{equation}
V=\varepsilon+\frac12\left(p''+p'^2+\frac{2p'}r\right),\qquad r<r_c.
\end{equation}
Outside $r_c$ the Kohn--Sham potential is kept. Subtracting the Hartree and LDA-x potentials of the pseudo-density unscreens it.

One electron in this ionic potential has $I=8.17$ eV, against 8.16 eV with projected core orbitals. The excess over exact core exchange is 0.95 eV instead of 0.94 eV. These figures rest on the Gaussian-basis densities, so differences of a few hundredths of an electronvolt between them are not resolved. Pseudization does not remove the effect here. This check covers the $s$ channel, LDA-x and one matching radius; it does not establish the pseudized anion gap. The close agreement does not carry over to PBE: a first-order estimate, with a smooth density in place of the nodal one in the unscreening, raises the PBE $I$ by about 0.1 eV, which enlarges the mismatch rather than removing it.

\subsection*{How far the reference can be trusted}

The differences in the table isolate one operator. They are not total errors against nature, because the exact-core-exchange result itself depends on the frozen orbitals. With a Hartree--Fock core taken from Cu$^+$, $I$ is 6.36 eV and $G$ is 5.67 eV (6.34 and 5.65 eV in the larger basis). With the Kohn--Sham cores of the neutral atom, $G$ lies between 6.20 and 6.29 eV. The two kinds of core differ in both method and charge state, so the shift cannot be assigned to either alone. Its size is comparable to the functional differences in the table, which is why the core orbitals were held fixed within each comparison.

An all-electron CCSD(T) calculation in the same basis, correlating $3d$ and $4s$, lets the core respond. It gives $I=7.17$, $A=1.04$ and $G=6.13$ eV. It omits relativity, correlation of the $3s$, $3p$ and deeper electrons, higher excitations and the complete-basis limit. The basis omission alone is sizable: at the MP2 level the larger basis raises $I$ by 0.21 eV and $G$ by 0.15 eV. The other omissions are not estimated, so the deviations below hold for this reference only. Relative to it, the gaps deviate as follows:
\begin{align}
\text{LDA unscreened:}\quad&6.920-6.126=+0.79\ {\rm eV},\\
\text{PBE unscreened:}\quad&6.640-6.126=+0.51\ {\rm eV},\\
\text{Hartree--Fock core:}\quad&5.673-6.126=-0.45\ {\rm eV}.
\end{align}
Exact core exchange is thus not automatically much closer to the correlated gap. The Hartree--Fock core misses core relaxation and core-valence correlation, and its deviation has the opposite sign to PBE's. Which of the two is larger is not settled by this basis: adding the MP2 basis shift to the reference gives about $+0.36$ eV for PBE and $-0.63$ eV for the Hartree--Fock core. The Kohn--Sham cores with exact exchange come closer, within about 0.2 eV, but that agreement does not supply the missing core response and should not be read as a validation.

\subsection*{What to do in practice}

Treat the potential as part of the model, and state how it was generated. For a many-body calculation, a potential built from a Hartree--Fock or correlated atom avoids the density-functional $w$, but it still needs a check of core relaxation and core-valence correlation. Moving $3d$ into the valence space hands the $3d$--$4s$ interaction to the many-body solver. The remaining core then overlaps with $3d$, and that overlap needs its own test.

For quantum Monte Carlo the same distinction holds. Reducing the statistical and wavefunction errors can at best bring the answer to the ground state of the chosen Hamiltonian. It does not turn $w$ into $-K_c$. Comparing two potentials in the same valence calculation exposes their difference, while judging which is closer needs a separate reference, such as an all-electron correlated atom.

The numerical check tests the frozen-core reduction for the LDA-x core against total energies (a single determinant for the atom, and a general configuration-interaction code in 14 of the 43 valence orbitals for the anion), the gap formula \eqref{gap} for PBE by integration over $\lambda$, and the pseudo-orbital by solving its radial equation.

\section*{Calculated quantities}
\begin{verbatim}
Nuclear charge 29; core electrons 28
Basis functions 57; valence CI orbitals 43
Orbitals in the CASCI check: 14
Conversion: 1 hartree = 27.211386 eV; 1 bohr = 0.529177 angstrom
Order in each row: I, A, gap G, 4s-4p excitation
LDA-x unscreened: 8.163, 1.269, 6.894, 4.147 eV
LDA-x exact core exchange: 7.222, 0.936, 6.286, 3.539 eV
LDA-x difference: 0.941, 0.332, 0.608, 0.608 eV
LDA unscreened: 8.212, 1.293, 6.920, 4.173 eV
LDA exact core exchange: 7.096, 0.892, 6.203, 3.466 eV
LDA difference: 1.117, 0.401, 0.716, 0.707 eV
PBE-x unscreened: 7.656, 1.113, 6.544, 3.807 eV
PBE-x exact core exchange: 7.209, 0.936, 6.272, 3.526 eV
PBE-x difference: 0.448, 0.176, 0.272, 0.281 eV
PBE unscreened: 7.736, 1.096, 6.640, 3.905 eV
PBE exact core exchange: 7.094, 0.895, 6.198, 3.461 eV
PBE difference: 0.642, 0.201, 0.441, 0.444 eV
Hartree-Fock core, exact core exchange: 6.355, 0.683, 5.673, 3.008 eV
All-electron CCSD(T): I, A, G: 7.166, 1.040, 6.126 eV
4s expectation values: embedded w, exact core exchange
LDA-x: -3.256, -2.322 eV
LDA: -3.579, -2.413 eV
PBE-x: -2.699, -2.243 eV
PBE: -3.013, -2.332 eV
Half of LDA-x w expectation lies inside 0.788 angstrom
LDA-x I, reference with half a 4s electron: 8.637 eV
PBE gap change: direct, coupling integral: 0.441, 0.441 eV
Pseudo-orbital matching radius: 1.111 angstrom
4s charge outside matching radius: 0.7692 electron
LDA-x 4s level: Kohn-Sham, pseudo-atom: -3.782, -3.782 eV
LDA-x pseudo-ion: I, difference from exact exchange: 8.167, 0.945 eV
\end{verbatim}
